**Gel point of randomly cross-linked chains: branching theory against random pairing**

The program examines the gel condition $\alpha(P_{\rm w}-1)=1$, where $\alpha$ is the fraction of units that are cross-linked and $P_{\rm w}$ is the weight-average number of units per primary chain. It pairs linked units at random on 400,000 chains, allows loops, and finds the connected clusters. It asserts that the simulated weight-average cluster size below the gel point agrees with the formula within 3%, and the number-average size at the gel point within 1%. At the gel point it also asserts that a chain entered through a link has one onward link within 0.03, and that fewer than one link in a thousand closes a loop. Further assertions cover the absence of gel just below the threshold, the initial slope of the gel fraction, and the weight fraction of the largest cluster on both sides of the threshold. For two model resists with a number-average length of 50 units, the output gives gel doses of 20.4 mJ/cm² for uniform chains and 10.2 mJ/cm² for the most probable distribution. Four-unit chains at $\alpha=0.29$ show no gel, although $\alpha P_{\rm w}$ exceeds one, which separates the exact condition from its long-chain form.

## Numerical check

```python
"""
Gel point of randomly cross-linked primary chains.

Result under test: an infinite cluster first appears at alpha*(Pw - 1) = 1.
  alpha : probability that a unit is cross-linked (two such units per link)
  Pn, Pw: number- and weight-average number of units per primary chain
  c     : alpha*(Pw - 1), mean number of onward links on a chain entered
          through a link
  u     : probability that a link leads to a finite branch
Formulas from the branching argument are compared with random pairing of
cross-linked units on many chains, where loops are allowed to form.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(12345)


class Chains:
    """Primary-chain distribution given by number fractions of each length."""

    def __init__(self, name, lengths, number_fraction, sampler):
        self.name = name
        self.n = np.asarray(lengths, dtype=float)
        x = np.asarray(number_fraction, dtype=float)
        x = x / x.sum()
        self.Pn = np.sum(x * self.n)
        self.w = x * self.n / self.Pn
        self.Pw = np.sum(self.w * self.n)
        self.m2 = np.sum(self.w * (self.n - 1) * (self.n - 2))
        self.alpha_gel = 1 / (self.Pw - 1)
        self.sampler = sampler

    def finite_branch(self, u, alpha):
        return np.sum(self.w * (1 - alpha + alpha * u) ** (self.n - 1))

    def gel_fraction(self, alpha):
        if alpha * (self.Pw - 1) <= 1:
            return 0.0
        u = brentq(lambda v: self.finite_branch(v, alpha) - v,
                   0.0, 1 - 1e-7, xtol=1e-14)
        return 1 - u * (1 - alpha + alpha * u)

    def cluster_Pw(self, alpha):
        return self.Pw * (1 + alpha) / (1 - alpha * (self.Pw - 1))

    def cluster_Pn(self, alpha):
        return self.Pn / (1 - alpha * self.Pn / 2)


def simulate(chains, alpha, n_chains=400_000, runs=3):
    """Pair cross-linked units at random; average cluster data over runs."""
    rows = []
    for _ in range(runs):
        length = chains.sampler(n_chains)
        linked = rng.binomial(length, alpha)
        owner = np.repeat(np.arange(n_chains), linked)
        rng.shuffle(owner)
        links = len(owner) // 2
        a, b = owner[:links], owner[links:2 * links]
        graph = coo_matrix((np.ones(links), (a, b)),
                           shape=(n_chains, n_chains))
        count, label = connected_components(graph, directed=False)
        size = np.bincount(label, weights=length)
        units = size.sum()
        onward = np.sum(linked * (linked - 1.0)) / linked.sum()
        loops = (links - n_chains + count) / links
        rows.append([size.max() / units, np.sum(size**2) / units,
                     units / count, onward, loops])
    keys = ["largest", "Pw", "Pn", "onward", "loops"]
    return dict(zip(keys, np.mean(rows, axis=0)))


mean_length = 50
p = 1 - 1 / mean_length
grid = np.arange(1, 3001)
uniform = Chains("uniform", [mean_length], [1.0],
                 lambda size: np.full(size, mean_length))
broad = Chains("most probable", grid, (1 - p) * p ** (grid - 1),
               lambda size: rng.geometric(1 - p, size))
short = Chains("four-unit", [4], [1.0], lambda size: np.full(size, 4))

kappa = 0.001        # cross-linked fraction per mJ/cm^2
low_dose, middle_dose, high_dose = 5.0, 15.0, 30.0

print(f"Number-average chain length Pn, both resists: {mean_length} units")
print(f"Cross-linked fraction per dose: {kappa} per mJ/cm^2")

for resist in (uniform, broad):
    ag = resist.alpha_gel
    print(f"--- {resist.name} chains ---")
    print(f"Pw: {resist.Pw:.2f} units")
    print(f"alpha at gel point: {ag:.5f}")
    print(f"Gel dose: {ag / kappa:.2f} mJ/cm^2")
    print(f"Linked units per weight-average chain at gel: {ag*resist.Pw:.4f}")
    print(f"Linked units per number-average chain at gel: {ag*resist.Pn:.4f}")

    # Cluster averages below the gel point
    alpha = kappa * low_dose
    sim = simulate(resist, alpha)
    print(f"Cluster Pw at {low_dose:.0f} mJ/cm^2, formula: "
          f"{resist.cluster_Pw(alpha):.1f} units")
    print(f"Cluster Pw at {low_dose:.0f} mJ/cm^2, simulated: "
          f"{sim['Pw']:.1f} units")
    assert abs(sim["Pw"] / resist.cluster_Pw(alpha) - 1) < 0.03

    # State at the gel point: one onward link, few loops, finite Pn
    sim = simulate(resist, ag)
    print(f"Onward links per entered chain at gel, simulated: "
          f"{sim['onward']:.3f}")
    print(f"Cluster Pn at gel, formula: {resist.cluster_Pn(ag):.1f} units")
    print(f"Cluster Pn at gel, simulated: {sim['Pn']:.1f} units")
    print(f"Loop-closing share of links at gel, simulated: "
          f"{sim['loops']:.1e}")
    assert abs(sim["onward"] - 1) < 0.03
    assert abs(sim["Pn"] / resist.cluster_Pn(ag) - 1) < 0.01
    assert sim["loops"] < 1e-3

    # Just below the gel point, iteration from u = 0 finds only u = 1
    u = 0.0
    for _ in range(4000):
        u = resist.finite_branch(u, 0.99 * ag)
    assert abs(u - 1) < 1e-9

    # Initial slope of the gel fraction against c - 1
    slope = 2 * (1 + ag) / (ag**2 * resist.m2)
    excess = 1e-3
    numeric = resist.gel_fraction(ag * (1 + excess)) / excess
    print(f"Initial slope dg/dc, formula: {slope:.3f}")
    print(f"Initial slope dg/dc, from root at c = 1.001: {numeric:.3f}")
    assert abs(numeric / slope - 1) < 0.01

print("--- Gel fraction against dose: uniform, most probable ---")
for dose in (5, 10, 12, 15, 20, 25, 30, 40):
    g1 = uniform.gel_fraction(kappa * dose)
    g2 = broad.gel_fraction(kappa * dose)
    print(f"{dose} mJ/cm^2: {g1:.3f}, {g2:.3f}")

print("--- Largest cluster, simulated weight fraction ---")
for dose in (middle_dose, high_dose):
    alpha = kappa * dose
    for resist in (uniform, broad):
        share = simulate(resist, alpha)["largest"]
        print(f"{resist.name}, {dose:.0f} mJ/cm^2: {share:.3f}")
        # finite samples leave a small largest cluster below the gel point
        assert abs(share - resist.gel_fraction(alpha)) < 0.01

# Short chains separate alpha*(Pw - 1) = 1 from alpha*Pw = 1
print("--- Four-unit chains ---")
print(f"1/Pw: {1 / short.Pw:.4f}")
print(f"1/(Pw - 1): {short.alpha_gel:.4f}")
sim = simulate(short, 0.20)
print(f"Cluster Pw at alpha = 0.20, formula: {short.cluster_Pw(0.20):.2f}")
print(f"Cluster Pw at alpha = 0.20, simulated: {sim['Pw']:.2f}")
assert abs(sim["Pw"] / short.cluster_Pw(0.20) - 1) < 0.03
for alpha in (0.29, 0.40):
    share = simulate(short, alpha)["largest"]
    gel = short.gel_fraction(alpha)
    print(f"alpha = {alpha:.2f}: gel fraction {gel:.3f}, "
          f"simulated largest cluster {share:.3f}")
    assert abs(share - gel) < 0.02

print("PASS")
```

It prints:

```
Number-average chain length Pn, both resists: 50 units
Cross-linked fraction per dose: 0.001 per mJ/cm^2
--- uniform chains ---
Pw: 50.00 units
alpha at gel point: 0.02041
Gel dose: 20.41 mJ/cm^2
Linked units per weight-average chain at gel: 1.0204
Linked units per number-average chain at gel: 1.0204
Cluster Pw at 5 mJ/cm^2, formula: 66.6 units
Cluster Pw at 5 mJ/cm^2, simulated: 66.6 units
Onward links per entered chain at gel, simulated: 1.003
Cluster Pn at gel, formula: 102.1 units
Cluster Pn at gel, simulated: 102.1 units
Loop-closing share of links at gel, simulated: 1.5e-05
Initial slope dg/dc, formula: 2.083
Initial slope dg/dc, from root at c = 1.001: 2.080
--- most probable chains ---
Pw: 99.00 units
alpha at gel point: 0.01020
Gel dose: 10.20 mJ/cm^2
Linked units per weight-average chain at gel: 1.0102
Linked units per number-average chain at gel: 0.5102
Cluster Pw at 5 mJ/cm^2, formula: 195.1 units
Cluster Pw at 5 mJ/cm^2, simulated: 195.1 units
Onward links per entered chain at gel, simulated: 1.003
Cluster Pn at gel, formula: 67.1 units
Cluster Pn at gel, simulated: 67.2 units
Loop-closing share of links at gel, simulated: 2.0e-05
Initial slope dg/dc, formula: 1.347
Initial slope dg/dc, from root at c = 1.001: 1.345
--- Gel fraction against dose: uniform, most probable ---
5 mJ/cm^2: 0.000, 0.000
10 mJ/cm^2: 0.000, 0.000
12 mJ/cm^2: 0.000, 0.198
15 mJ/cm^2: 0.000, 0.412
20 mJ/cm^2: 0.000, 0.611
25 mJ/cm^2: 0.355, 0.721
30 mJ/cm^2: 0.579, 0.789
40 mJ/cm^2: 0.801, 0.866
--- Largest cluster, simulated weight fraction ---
uniform, 15 mJ/cm^2: 0.000
most probable, 15 mJ/cm^2: 0.411
uniform, 30 mJ/cm^2: 0.579
most probable, 30 mJ/cm^2: 0.789
--- Four-unit chains ---
1/Pw: 0.2500
1/(Pw - 1): 0.3333
Cluster Pw at alpha = 0.20, formula: 12.00
Cluster Pw at alpha = 0.20, simulated: 11.98
alpha = 0.29: gel fraction 0.000, simulated largest cluster 0.001
alpha = 0.40: gel fraction 0.542, simulated largest cluster 0.536
PASS
```
